Why a Recoiling Optical Loss W Needs Incident Energy 2W

An electron freed in a polymer resist by an extreme-ultraviolet photon slows down by exciting the valence electrons around it. Suppose that their optical response is reduced to one sharp loss at W = 22 eV, and that the electron has 33 eV. It has enough energy to pay for the loss, and the states into which it would fall are empty. Yet if the optical loss is extended to finite momentum transfer by adding q²/2, the calculated scattering rate is zero, and it stays zero until the electron has 44 eV. What forbids the loss between 22 and 44 eV?

The answer is recoil. The added term makes the excitation behave as a body of electron mass, which must be set moving as well as excited. Half of the incident energy is then tied up in motion that momentum conservation does not allow to stop.

**The model**

Hartree atomic units are used in the equations, so that ħ, the electron mass and the elementary charge are 1. The incident electron is non-relativistic and has energy

E = k²/2,

measured from the bottom of a free-electron-like band. In an insulator this is the bottom of the conduction band. The medium is uniform and initially in its ground state. If the electron gives it momentum **q**, the energy given up is

ω(q) = W + q²/2.

At q = 0 this is the optical loss, since light carries very little momentum on the scale of an electron. At large q it is dominated by q²/2, the energy of a free electron struck while at rest. Between these limits the formula is an interpolation, and the factor of two in the threshold depends on it.

**An energy loss costs momentum**

The scattered electron has momentum **k'** = **k** − **q**. With θ the angle between **k** and **q**,

k'² = k² − 2kq cos θ + q².

The energy lost is therefore

ω = (k² − k'²)/2 = kq cos θ − q²/2.

Since cos θ cannot exceed 1, a momentum transfer q can carry at most

ω ≤ kq − q²/2.

The right side vanishes at q = 0. A moving electron thus cannot deliver a finite loss at zero momentum transfer. The optical value W is a property of the medium at q = 0, a point that the electron itself cannot reach.

Now insert the assumed loss:

W + q²/2 ≤ kq − q²/2.

Moving q²/2 to the right gives

W ≤ kq − q² = k²/4 − (q − k/2)².

The right side is largest at q = k/2, where it equals k²/4 = E/2. Hence

W ≤ E/2, or E ≥ 2W.

The condition is also sufficient. When it holds, the values of q that satisfy the inequality lie between the roots of q² − kq + W = 0:

q₋ = [k − √(k² − 4W)]/2,

q₊ = [k + √(k² − 4W)]/2.

For each q in this interval, energy conservation is met at the angle cos θ = (W + q²)/(kq), which is at most 1.

The two terms q²/2 in the inequality have different origins. One comes from the kinetic energy of the incident electron and is present for any loss. The other is the recoil energy of the excitation. If the second is removed, the condition becomes W ≤ kq − q²/2. Its right side has the maximum k²/2 = E at q = k, and the threshold returns to W.

**Where the other half of the energy goes**

After the collision the total energy is that of the scattered electron, plus the recoil, plus W:

E_out = k'²/2 + |**k** − **k'**|²/2 + W.

Expanding the second term gives

E_out = k'² − **k**·**k'** + k²/2 + W.

Completing the square in **k'** gives

E_out = |**k'** − **k**/2|² + k²/4 + W.

The first term can be made zero, but k²/4 = E/2 cannot be removed by any choice of direction or speed. It is the kinetic energy of the centre of mass of two equal bodies, one of which was at rest. The collision conserves total momentum, so this energy cannot be turned into excitation. What remains to pay for W is E/2.

For the 33 eV electron, the least possible outgoing total is

33/2 + 22 = 38.5 eV.

The collision is short by 5.5 eV. Empty final states do not help, because no final state has the right total energy and momentum.

The same argument covers unequal masses. Let the primary electron have mass m and let the excitation recoil with energy q²/(2M). The outgoing kinetic energy is

k'²/(2m) + |**k** − **k'**|²/(2M).

It is a convex function of **k'**, so its minimum is found by setting the gradient to zero:

**k'**/m = (**k** − **k'**)/M.

The two bodies then have the same velocity, **k**/(m + M), and their kinetic energy is k²/[2(m + M)]. Since E = k²/(2m), this is the fraction m/(m + M) of E. The rest must cover W:

E M/(m + M) ≥ W, or E ≥ W(1 + m/M).

Equal masses give 2W. A very heavy recoiling body takes up momentum at little cost in energy, and the threshold approaches W. The doubling is thus a statement about the mass assigned to the excitation.

**The collision at threshold**

At E = 2W the two roots merge at q = k/2. Since k² = 4W, this is q = √W. The square in E_out must vanish, so the scattered electron has **k'** = **k**/2 and goes straight forward. The energy divides as follows:

loss = W + q²/2 = W + W/2 = 3W/2,

energy kept by the electron = k'²/2 = W/2.

For W = 22 eV the threshold is 44 eV, or 1.617 hartree. The loss is 33 eV and the electron keeps 11 eV. (That this loss equals the energy of the slower electron in the example is a coincidence: both were 1.5 W.) The first loss to become possible is therefore not W but one and a half times W.

Above threshold the roots obey q₊ + q₋ = k and q₊q₋ = W. Squaring the sum and halving it gives

E = q₊²/2 + q₋²/2 + W.

At the smallest loss, W + q₋²/2, the electron keeps q₊²/2. At the largest loss it keeps q₋²/2. For an 80 eV electron, k = 2.425, q₋ = 0.399 and q₊ = 2.026, all in inverse bohr. The losses run from 24.2 to 77.8 eV. Even here, the loss of 22 eV itself is out of reach.

**Why a small correction can run away**

One might expect recoil to add a modest correction to W. The following construction shows when it does. Start with the loss W and find the smallest momentum transfer that can carry it, k − k'. That momentum raises the loss, which slows the outgoing electron further and calls for more momentum. Repeating the step gives

q_next = k − √[2(E − W − q²/2)], starting from q = 0.

If the sequence settles, q_next = q. Moving k to the other side and squaring gives

(k − q)² = k² − 2W − q²,

which reduces to q² − kq + W = 0. The possible resting points are the roots already found. The right side of the recipe grows with q, so the sequence rises at each step. If the roots are real, it cannot pass the smaller one, and it settles at q₋. If there are no real roots, it has nowhere to settle and rises until the required loss exceeds E.

At 80 eV the successive losses are 22.00, 23.76, 24.09 and 24.15 eV, approaching 24.17 eV. At 33 eV they are 22.0, 27.9 and 34.1 eV. The third is more than the electron has. These steps are not successive physical collisions. They show how the demands of energy and momentum conservation act on each other.

**What Pauli blocking would add**

Pauli blocking is a separate restriction. In a metal, states below the Fermi energy E_F are filled, so the scattered electron must keep at least E_F, measured from the same band bottom. Let k_F = √(2E_F).

The fastest scattered electron is the one that suffers the smallest loss, and its momentum is q₊. Blocking therefore requires q₊ ≥ k_F. At the threshold 2W, q₊ = √W, and it grows with E from there. If k_F ≤ √W, which means E_F ≤ W/2, the kinematic threshold already satisfies the Pauli condition and nothing changes.

If E_F > W/2, the threshold is reached when q₊ = k_F. Then q₋ = W/k_F, and k is their sum:

E = (k_F + W/k_F)²/2

= k_F²/2 + W + W²/(2k_F²)

= E_F + W + W²/(4E_F).

The first two terms are what blocking alone would require for a loss without recoil. The last is the remaining cost of recoil. With W = 22 eV, a Fermi energy of 5.5 eV leaves the threshold at 44 eV, while Fermi energies of 22 and 44 eV move it to 49.5 and 68.75 eV. These numbers illustrate the formula and do not describe particular metals. In a free-electron metal E_F also fixes the density, and with it the plasma energy, which would be about 9, 25 and 43 eV in the three cases. In the resist example the conduction band is taken as empty, so this restriction is absent and 2W remains.

**How the rate vanishes**

The threshold follows from the conservation laws and the assumed ω(q). The mean free path λ also needs the strength of the interaction. In first Born approximation, let S(q,ω) be the spectrum of density fluctuations per unit volume. Fermi's golden rule with the Coulomb interaction 4π/q² gives the scattering rate

R = 2π ∫ d³q/(2π)³ (4π/q²)² S(q,ω).

For a medium in its ground state, linear response relates this spectrum to the dielectric function ε by

Im[−1/ε(q,ω)] = (4π²/q²) S(q,ω).

Eliminating S gives

R = ∫ d³q/(2π)³ (8π/q²) Im[−1/ε(q,ω)].

Write d³q = 2πq² dq d(cos θ). At fixed q, the relation ω = kq cos θ − q²/2 gives d(cos θ) = dω/(kq). The factors combine to

R = [2/(πk)] ∫ dq/q ∫ dω Im[−1/ε(q,ω)].

Dividing by the speed k, and using k² = 2E, gives

1/λ = [1/(πE)] ∫ dq/q ∫ dω Im[−1/ε(q,ω)].

Let the optical loss be Aδ(ω − W). Its strength is fixed by the sum rule ∫ω Im(−1/ε) dω = πω_p²/2, where ω_p is the plasma energy of the valence electrons. Thus AW = πω_p²/2. The sum rule must hold at each q, so when the loss moves to W + q²/2 its strength must fall to AW/(W + q²/2). Therefore

1/λ = [AW/(πE)] ∫ dq / [q(W + q²/2)], from q₋ to q₊.

The integrand separates as

W/[q(W + q²/2)] = 1/q − (q/2)/(W + q²/2),

whose integral is ½ ln[q²/(W + q²/2)]. At the limits, W = q₊q₋ gives W + q₊²/2 = q₊(q₋ + q₊/2), and the same with the two roots exchanged. Hence

1/λ = [A/(2πE)] ln{q₊(q₊ + q₋/2) / [q₋(q₋ + q₊/2)]}.

For the 80 eV electron and ω_p = 20 eV, the quantity in braces is

2.026 × 2.225/(0.399 × 1.412) ≈ 8.0.

Half its logarithm is 1.04. In atomic units A ≈ 1.05 and πE ≈ 9.24, so 1/λ ≈ 0.118 per bohr and λ ≈ 0.45 nm. A direct integration over q and angle, with the sharp loss replaced by a narrow peak of relative width 1%, also gives 0.45 nm.

Close to threshold the interval of q has width √(k² − 4W) = √[2(E − 2W)], while the integrand is nearly constant at q = √W, where it equals 2/(3W^(3/2)). To leading order,

1/λ ≈ 2A√[2(E − 2W)]/(3πE√W).

The rate rises from zero as the square root of the excess energy. If instead the loss stayed at W for all q, with the same A, the 33 eV electron would have a mean free path of 0.15 nm. With recoil, this loss gives it no scattering at all. The choice of extension therefore matters greatly at low energy.

**How far the threshold can be trusted**

The threshold changes if the interpolation changes. Consider

ω(q) = √(W² + q⁴/4),

which has the same value at q = 0 and is also dominated by q²/2 at large q, but rises more slowly at first. The condition ω ≤ kq − q²/2 has a positive right side for 0 < q < 2k, so both sides may be squared:

W² + q⁴/4 ≤ k²q² − kq³ + q⁴/4.

The quartic terms cancel, leaving W² ≤ k²q² − kq³. The right side is largest where 2k²q − 3kq² = 0, at q = 2k/3, and its value there is 4k⁴/27 = 16E²/27. Thus

E ≥ (3√3/4)W ≈ 1.30 W.

For W = 22 eV this is 28.6 eV instead of 44 eV. Agreement at the optical limit and at large momentum transfer is not enough to fix the threshold.

The assumption of one sharp loss matters still more. The parameters used here are rough values typical of an organic polymer resist, in which extreme-ultraviolet photons of about 92 eV release electrons of up to 80 to 90 eV. The optical loss of such a polymer is a broad band, not a line. To size the effect, take a damped resonance with the same parameters W and ω_p, whose maximum lies near 21 eV,

Im[−1/ε(0,ω)] ∝ ω_p²Γω/[(W² − ω²)² + Γ²ω²],

with Γ = 15 eV, an onset at 5 eV, and the total strength scaled to the same sum rule. Each slice of this spectrum at optical energy ω' is extended as ω' + q²/2 and opens at E = 2ω'. The threshold of the whole spectrum falls from 44 to 10 eV. At 33 eV the slices below 16.5 eV are open. They hold about 10% of the sum-rule strength and give a mean free path of 1.6 nm, compared with 0.59 nm at 80 eV. These lengths depend strongly on the interpolation: if each slice follows √(ω'² + q⁴/4) instead, with its strength again set by the sum rule, both become about 0.4 nm. All these lengths are also too short for a real resist, because the whole valence strength has been placed near 22 eV. The screening sum rule (2/π)∫Im(−1/ε) dω/ω = 1 − 1/ε(0) gives 0.83 for the single line and 0.74 for the damped band, which means ε(0) ≈ 5.8 and 3.9, whereas a polymer with refractive index near 1.5 requires about 0.55. Scaling the strength down to that value would lengthen the single-line 0.45 nm to about 0.67 nm and the broad-band lengths by about a third. The 44 eV cutoff is thus a property of the one-line model, and it should not be used as the energy at which electrons in a resist cease to excite other electrons. Vibrational losses, absent from this model, are not excluded by the bound either.

Other corrections can be sized for the same electron. Changing its band mass to 0.8 or 1.2, with the recoil mass held at 1, moves the threshold to 39.6 or 48.4 eV. Treating the incident electron relativistically, with the recoil energy kept at q²/2, raises it by about 2 meV. The thermal energy at 300 K is 0.026 eV, far below W, so the medium may be treated as initially unexcited as far as this loss is concerned.

The calculated rates are less secure than the kinematics. At threshold the Coulomb strength 1/v, with v the electron's speed, is 0.56 in atomic units, which is not small, so the first Born approximation is rough. Exchange between the incident and struck electrons also matters. In the Ochkur approximation the exchange amplitude is q²/k² = 1/4 of the direct one at threshold, and the spin-averaged rate is multiplied by 1 − 1/4 + 1/16 ≈ 0.81. That approximation is meant for fast electrons, however. If the recoiling body is taken to be an electron, the first-order amplitudes go as 1/q² (direct) and 1/k'² (exchange). At threshold the two bodies leave with equal momenta, the amplitudes are equal, and the spin-averaged factor for a given final state is 1 − 1 + 1 = 1. But the two electrons cannot be told apart, so the interval from q₋ to q₊ counts each final state twice, once with each electron called the scattered one. Counting each state once limits the loss to (E + W)/2 and halves the rate at threshold: the total factor is 1/2 with these amplitudes (0.87 at 80 eV) and about 0.41 with the Ochkur amplitude. Exchange therefore lowers the rate near threshold by about a factor of two, with an uncertain exact size. These two effects change how strongly an allowed collision occurs. Within the stated dispersion, they do not supply the energy that is missing below 2W. The main values are collected in the numerical output.

Numbers as computed

```
Optical loss W: 22.000 eV
Valence plasma energy: 20.000 eV
Lower electron energy: 33.000 eV
Higher electron energy: 80.000 eV
Threshold from vector minimization: 44.000 eV
Threshold in atomic units: 1.6170 hartree
Threshold incident momentum: 1.7983 1/bohr
Threshold momentum transfer: 0.8992 1/bohr
Threshold loss: 33.000 eV
Threshold outgoing electron energy: 11.000 eV
Least outgoing total at lower energy: 38.500 eV
Energy shortfall at lower energy: 5.500 eV
Lower-energy recoil sequence, loss 0: 22.000 eV
Lower-energy recoil sequence, loss 1: 27.895 eV
Lower-energy recoil sequence, loss 2: 34.146 eV
Higher-energy recoil sequence, loss 0: 22.000 eV
Higher-energy recoil sequence, loss 1: 23.765 eV
Higher-energy recoil sequence, loss 2: 24.089 eV
Higher-energy recoil sequence, loss 3: 24.152 eV
Higher-energy incident momentum: 2.4248 1/bohr
Higher-energy minimum q: 0.3991 1/bohr
Higher-energy maximum q: 2.0257 1/bohr
Higher-energy minimum loss: 24.167 eV
Higher-energy maximum loss: 77.833 eV
Single-loss path at higher energy: 0.4479 nm
Direct-integral path at higher energy: 0.4479 nm
Flat-loss path at lower energy: 0.1459 nm
Blocked threshold for E_F/W=0.25: 44.000 eV
Blocked threshold for E_F/W=1: 49.500 eV
Blocked threshold for E_F/W=2: 68.750 eV
Broad-loss width parameter: 15.000 eV
Broad-loss optical onset: 5.000 eV
Broad-loss threshold: 10.000 eV
Broad-loss path at lower energy: 1.5678 nm
Broad-loss path at higher energy: 0.5919 nm
Optical sum strength open at lower energy: 10.166 %
Threshold for sqrt(W^2+q^4/4): 28.579 eV
Threshold for primary mass 0.8: 39.600 eV
Threshold for primary mass 1.2: 48.400 eV
Relativistic threshold shift: 1.658 meV
Coulomb strength 1/v at threshold: 0.556 (a.u.)
Ochkur exchange rate factor at threshold: 0.8125
Thermal energy at 300 K: 0.0259 eV
```
